# Coulson polarisabilities of benzene and the direction of electrophilic attack

## Question

I have to compute Coulson's atom-atom polarisabilities $\pi_{rs}=\partial q_r/\partial\alpha_s$ for Hückel benzene. The exercise gives the magnitudes 0.398, 0.157, 0.009 and 0.102 in units of $1/\beta$ and asks me to relate their alternating signs to ortho-para direction.

I am stuck in three places. The perturbation formula has energy differences in the denominator, and benzene has degenerate levels. I also lose track of the signs, because $\beta$ is negative. And I don't see how the signs can mean "ortho-para" at all: they belong to benzene itself, yet some substituents direct to meta.

## Answer

Your last objection is right. The signs tell you how the ring responds to a disturbance at one atom. Whether ortho and para gain or lose electrons also depends on the sign of the disturbance.

### The response formula

Take six equivalent centres, equal bonds, no overlap and six π electrons. Write each orbital energy as $E_j=\alpha+x_j\beta$ with $\beta<0$, so a large $x$ means a low energy. The $x_j$ are the eigenvalues of the matrix $A$ that has 1 for each pair of neighbours and 0 elsewhere. For the ring,

$$x_m=2\cos(\pi m/3)=2,\;1,\;1,\;-1,\;-1,\;-2 ,$$

and the first three orbitals are doubly occupied. The population of atom $r$ is $q_r=2\sum_j^{\rm occ}c_{rj}^2$, with real coefficients. By symmetry every $q_r=1$.

Now change one site energy by $\delta\alpha_s=h\beta$. The perturbation has a single matrix element in the atomic basis, so between orbitals $k$ and $j$ it equals $h\beta\,c_{sk}c_{sj}$. First-order perturbation theory gives

$$\delta c_{rj}=\sum_{k\ne j}c_{rk}\frac{h\beta\,c_{sk}c_{sj}}{E_j-E_k}
=h\sum_{k\neq j}\frac{c_{rk}c_{sk}c_{sj}}{x_j-x_k},$$

because $E_j-E_k=(x_j-x_k)\beta$ and $\beta$ cancels. With $\delta q_r=4\sum_j^{\rm occ}c_{rj}\,\delta c_{rj}$,

$$\delta q_r=h\,p_{rs},\qquad
p_{rs}=4\sum_j^{\rm occ}\sum_k^{\rm empty}\frac{c_{rj}c_{sj}c_{rk}c_{sk}}{x_j-x_k}.$$

The sum over $k$ has shrunk to the empty orbitals. For two occupied orbitals, the terms $(j,k)$ and $(k,j)$ have the same numerator and opposite denominators, so they cancel.

This also settles the degeneracy. Within a degenerate pair, choose one orbital with a node at atom $s$. The perturbation does not couple it to its partner, so no zero denominator arises. The final formula contains the pair only through the sum of $c_{rj}c_{sj}$ over both members, which is the same for any orthonormal choice.

Since $\delta\alpha_s=h\beta$, we have $\pi_{rs}=\delta q_r/(h\beta)=p_{rs}/\beta$. The number $p_{rs}$ is what "in units of $1/\beta$" refers to.

### Why the signs alternate

Mark alternate atoms with $\sigma_r=+1$ and $-1$. Neighbours then have opposite marks. If $Ac=xc$, the vector $c'_r=\sigma_rc_r$ obeys

$$(Ac')_r=\sum_tA_{rt}\sigma_tc_t=-\sigma_r\sum_tA_{rt}c_t=-x\,c'_r .$$

Each empty orbital $k$ is therefore the partner of an occupied orbital $l$, with $x_k=-x_l$ and $c_{rk}c_{sk}=\sigma_r\sigma_s\,c_{rl}c_{sl}$. Hence

$$p_{rs}=4\sigma_r\sigma_s\sum_{j,l}^{\rm occ}\frac{c_{rj}c_{sj}\,c_{rl}c_{sl}}{x_j+x_l}.$$

All occupied $x$ are positive, so we may use $1/(a+b)=\int_0^\infty e^{-(a+b)t}\,dt$. The double sum then factorises into a square:

$$p_{rs}=4\sigma_r\sigma_s\int_0^\infty F_{rs}(t)^2\,dt,\qquad
F_{rs}(t)=\sum_j^{\rm occ}c_{rj}c_{sj}e^{-x_jt}.$$

The integral cannot be negative, so the sign of a nonzero $p_{rs}$ is $\sigma_r\sigma_s$. The argument needs a molecule whose atoms can be marked in this way and all have the same $\alpha$, with every bonding level filled, every antibonding level empty and no level at $x=0$. A heteroatom breaks the pairing: with $h=1$ on atom 1 of the six-ring, $p_{26}=-0.017$, although atoms 2 and 6 carry the same mark.

### The four numbers

Let $d$ be the number of bonds between the two atoms and $C=\cos(\pi d/3)$. The lowest orbital has $c_r=1/\sqrt6$ and contributes $1/6$ to the sum of products. The degenerate pair, built from $e^{\pm i\pi r/3}/\sqrt6$, contributes $2C/6$. Thus

$$F_d(t)=\tfrac16\left(e^{-2t}+2C\,e^{-t}\right),\qquad
F_d^2=\tfrac1{36}\left(e^{-4t}+4C\,e^{-3t}+4C^2e^{-2t}\right).$$

The three exponentials integrate to $1/4$, $1/3$ and $1/2$. With the prefactor 4 and $\sigma_r\sigma_s=(-1)^d$,

$$p_d=\frac{(-1)^d}{9}\left(\frac14+\frac{4C}{3}+2C^2\right).$$

- Same atom, $C=1$: the bracket is $\frac14+\frac43+2=\frac{43}{12}$, so $p_0=\frac{43}{108}=0.398$.
- Ortho, $C=\frac12$: $\frac14+\frac23+\frac12=\frac{17}{12}$, so $p_1=-\frac{17}{108}=-0.157$.
- Meta, $C=-\frac12$: $\frac14-\frac23+\frac12=\frac1{12}$, so $p_2=\frac{1}{108}=0.009$.
- Para, $C=-1$: $\frac14-\frac43+2=\frac{11}{12}$, so $p_3=-\frac{11}{108}=-0.102$.

The meta value is small because the two parts of $F_2=(e^{-2t}-e^{-t})/6$ nearly cancel at small $t$, and both decay at large $t$.

Moving electrons around the ring does not change their number, so the responses must sum to zero. Counting two ortho and two meta atoms, $43-2\cdot17+2\cdot1-11=0$.

For the sign in ordinary energy units, take a round $\beta=-2.5$ eV. Then $\partial q_r/\partial\alpha_s$ is $-0.159$, $+0.063$, $-0.004$ and $+0.041$ electrons per eV for the same, ortho, meta and para atom. Raising a site's energy drives electrons away from it, as it should.

### From signs to direction

Model a substituent by a shift $h\beta$ of $\alpha_1$ alone. An electrophile seeks electrons, so look at $\delta q_r=h\,p_{r1}$.

If $h<0$, atom 1 is raised in energy and repels electrons. For $h=-0.2$, the ortho population is $1+(-0.2)(-0.1574)=1.0315$. Para has 1.0204 and meta 0.9981. This is ortho-para direction.

If $h>0$, atom 1 attracts electrons. For $h=+0.2$, ortho falls to 0.9685 and para to 0.9796, while meta has 1.0019. Among the positions that carry hydrogen, the same polarisabilities now favour meta. The substituted atom itself holds more, 1.08, but attack there is left out of the comparison here and below.

Is $|h|=0.2$ small enough for a linear law? The largest difference between the linear law and full diagonalisation is $2.5\times10^{-4}$ electrons, at the substituted atom; the ortho, meta and para populations differ by less. The error is this small because the $h^2$ term vanishes. Let $D$ be the matrix with a single 1 at the substituted site. Reversing the signs of the coefficients on alternate atoms turns $A+hD$ into $-A+hD=-(A-hD)$. The occupied orbitals for $-h$ are therefore the partners of the empty ones for $+h$. Since $2\sum c_{rj}^2$ over all orbitals is 2, it follows that $q_r(-h)=2-q_r(h)$. So $q_r-1$ is odd in $h$, and the leading error is cubic. Halving $h$ reduces the largest error by a factor of 7.97, close to $2^3$.

### Does the charge predict the attack?

Charges describe the molecule before the electrophile arrives. A second criterion is the localisation energy $L$, the π energy lost when the attacked atom leaves the conjugated system. Five centres with four π electrons remain, a pentadienyl cation. Let $S=2\sum_j^{\rm occ}x_j$. The ring has energy $6\alpha+S_{\rm ring}\beta$ and the cation $4\alpha+S_{\rm cation}\beta$. Counting the two removed electrons at energy $\alpha$ each, the $\alpha$ terms cancel and

$$L=|\beta|\,(S_{\rm ring}-S_{\rm cation}).$$

For benzene this is $2.536\,|\beta|$ at every atom. To first order, a site shift changes each $x_j$ by $h\,c_{1j}^2$ (for the degenerate pair, in the basis where one member has a node at atom 1; the sum over the pair does not depend on the basis), so $dS/dh=q_1$ and

$$\frac1{|\beta|}\frac{dL}{dh}=1-q_1^{\rm cation}.$$

The pairing argument gives $q_r^{\rm cation}=1-c_{r0}^2$, where $c_0=(1,0,-1,0,1)/\sqrt3$ is the empty nonbonding orbital of the chain: the bonding and antibonding orbitals have equal weight on each atom, and all the weights add to 1. The populations are therefore $\frac23,1,\frac23,1,\frac23$.

After ortho attack the substituted atom is at the end of the chain, and after para attack it is in the middle. Both give a slope of $\frac13$. After meta attack it is at position 2, and the slope is zero.

With $h=-0.2$, full diagonalisation gives $L=2.466$ (ortho), 2.536 (meta) and 2.470 (para), in $|\beta|$. Ortho and para are easier to attack. With $h=+0.2$ the values are 2.598, 2.536 and 2.603, and meta is the easiest of the three. At $|h|=0.2$ the two criteria agree on ortho-para against meta for both signs of $h$; the slopes above show the same agreement for any sufficiently small shift, but say nothing about large ones. They need not agree on ortho against para: for $h=+0.2$, ortho has the lower population but also the slightly lower $L$.

### Substituents that conjugate with the ring

Suppose the substituent has one π orbital X, with $\alpha_X=\alpha+h_X\beta$ and coupling $k\beta$ to atom 1. Its row of the eigenvalue equation is $(x-h_X)c_X=k\,c_1$. Putting $c_X$ into the row for atom 1 produces an extra term $k^2c_1/(x-h_X)$. This is an effective site shift

$$h_{\rm eff}=\frac{k^2}{x-h_X}\approx-\frac{k^2}{h_X}\qquad(|h_X|\gg|x|).$$

A deep filled lone pair has $h_X>0$, so it acts as $h<0$ and directs ortho-para. An empty orbital well above $\alpha$ has $h_X<0$, so it acts as $h>0$ and favours meta. That is the simplest model of a π-acceptor substituent.

For a moderate case, take $h_X=2$, $k=0.8$ and eight electrons. The estimate is $h_{\rm eff}=-0.64/2=-0.32$, which predicts an ortho population of $1+0.32\times0.157=1.050$. Diagonalisation gives 1.040 for ortho, 0.998 for meta and 1.029 for para, so the direction is right. The substituted atom is described poorly: the estimate is $1-0.32\times0.398=0.873$, against 0.955. Here $h_X$ is not large compared with the ring levels; it even coincides with the lowest one, $x=2$. In addition, X keeps 1.94 electrons and gives 0.06 to the ring, whereas a pure site shift leaves the ring's total unchanged.

An electronegative atom with a lone pair can thus have two opposing effects: attraction through the σ bond, modelled by $h>0$ at atom 1, and donation from the lone pair, which acts as $h<0$. The two add up to a single net shift $h-k^2/h_X$ only for a deep lone pair, and the polarisabilities do not tell you which effect wins. For $h_X=2$, $k=0.8$ and $h=0.32$ that net shift is zero, yet diagonalisation gives populations 0.9925 (ortho), 1.0007 (meta) and 0.9980 (para), which favour meta, and localisation energies 2.491, 2.539 and 2.511 $|\beta|$, which favour ortho-para. When the two effects compete, the two criteria can disagree. The model also omits steric hindrance, solvent, changes in bond lengths and any self-consistent adjustment of $\alpha$ and $\beta$ to the new charges. A single moderate shift, $0<h\le1$, leaves the meta population less than 0.01 above 1 and the meta $L$ within $0.01\,|\beta|$ of the benzene value (very large shifts behave differently: at $h=4$ the ortho $L$ lies below the meta $L$), so it orders the positions but does not describe the deactivation of the whole ring by a meta director, nor the field of a charged group acting on all atoms. The size of the meta value depends on the method. If the energy of one carbon's $p_z$ functions is shifted in an all-electron calculation on benzene, the four signs stay the same, but the ratio of the meta to the same-atom response, 1/43 in Hückel theory, is about 1/6 in self-consistent Hartree-Fock with the STO-3G basis and 1/5 to 1/6 with 6-31G. In the local density approximation it is much smaller and not converged: 1/70 to 1/105 with STO-3G and 1/26 to 1/60 with 6-31G, depending on the population scheme and on how the shift is defined in the non-orthogonal basis. If σ withdrawal is imitated instead by raising the nuclear charge of the attached hydrogen, Hartree-Fock (STO-3G or 6-31G) still moves π charge to atom 1 from ortho and para, but meta loses a little as well and para loses more than ortho; in the local density approximation meta loses about as much as ortho.

The numerical check checks the four values against finite differences of diagonalised populations, and the sign rule on naphthalene as well.

## Numbers as computed

```
Benzene levels x: 2.000 1.000 1.000 -1.000 -1.000 -2.000
p same: 43/108 = 0.3981 1/beta; finite difference 0.3981
p ortho: -17/108 = -0.1574 1/beta; finite difference -0.1574
p meta: 1/108 = 0.0093 1/beta; finite difference 0.0093
p para: -11/108 = -0.1019 1/beta; finite difference -0.1019
Sum of p over the ring: 0 1/beta
Chosen beta: -2.5 eV
dq/dalpha same: -0.1593 electrons/eV
dq/dalpha ortho: 0.0630 electrons/eV
dq/dalpha meta: -0.0037 electrons/eV
dq/dalpha para: 0.0407 electrons/eV
Site shift size |h|: 0.2
q same, h<0: linear 0.9204, full 0.9206; h>0: linear 1.0796, full 1.0794 electrons
q ortho, h<0: linear 1.0315, full 1.0314; h>0: linear 0.9685, full 0.9686 electrons
q meta, h<0: linear 0.9981, full 0.9982; h>0: linear 1.0019, full 1.0018 electrons
q para, h<0: linear 1.0204, full 1.0203; h>0: linear 0.9796, full 0.9797 electrons
Largest linear error, |h|=0.2: 2.54e-04 electrons
Largest linear error, |h|=0.1: 3.18e-05 electrons
Ratio of the two errors: 7.97
Localisation energy, benzene: 2.5359 |beta|
L ortho: h<0 2.4659, h>0 2.5982 |beta|; slope dL/dh 0.3333 |beta|
L meta: h<0 2.5363, h>0 2.5363 |beta|; slope dL/dh 0.0000 |beta|
L para: h<0 2.4697, h>0 2.6026 |beta|; slope dL/dh 0.3333 |beta|
Pentadienyl cation q: 0.6667 1.0000 0.6667 1.0000 0.6667
Lone-pair substituent: h_X = 2.0, k = 0.8
Estimate -k^2/h_X of the effective h: -0.320
q same with lone pair: 0.9547 electrons
q ortho with lone pair: 1.0400 electrons
q meta with lone pair: 0.9980 electrons
q para with lone pair: 1.0292 electrons
q on X: 1.9400 electrons
```
